# Hole injection from a hemispherical catalyst into silicon with bulk recombination, part 2

A metal catalyst etching n-type silicon injects holes, and the question is whether its radius or the diffusion length sets the leakage. The silicon fills a half-space outside a hemispherical contact of radius $a$ centred in the surface plane, and $r$ is the distance from that centre. The excess hole density $p$ obeys $D\nabla^2p=p/\tau$ in the steady state, with hole diffusivity $D$, lifetime $\tau$ and diffusion length $L=\sqrt{D\tau}$. The donor density is $N$ and the elementary charge is $q$.

For an isolated contact held at $p_a$, with a free surface that reflects holes (subscript 0), the density, the flux density into the silicon and the total rate are
$$
p_0(r)=p_a\frac ar e^{-(r-a)/L},\quad
J_0=Dp_a\left(\frac1a+\frac1L\right),\quad
I_0=2\pi a^2J_0. \tag{8}
$$
This is the theorem referred to below. For $a\ll L$ it gives $J_0\to Dp_a/a$; a flat contact gives $Dp_a/L$. The uniqueness proof used the fact that $p$ and its gradient are square-integrable, so the far-surface integral vanishes along a sequence of growing radii.

The assumptions behind (8) are relaxed one at a time, with low injection, uniform doping and constant bulk lifetime kept throughout. A contact with finite exchange speed $k$ has already been treated: its net flux is $J=k(p_*-p_a)$, where $p_*$ is the density it would sustain at zero net flux. The inverse-radius law then also needs $D/k\ll a$.

The example has $a=500$ nm, $N=10^{17}$ cm$^{-3}$, $p_a=10^{12}$ cm$^{-3}$, $\tau=10$ µs, $D=7.70$ cm²/s and $L=87.8$ µm at 298 K. Its hole current is 24.8 mA/cm², or 390 pA in total. A finite-volume calculation in radius and angle was used to check it.

### Recombination on the free surface

Now let the free surface remove holes at the rate $Sp$ per area, where $S\ge0$ is a constant loss speed. With $n$ the normal pointing out of the silicon, the boundary condition is $-D\,\partial p/\partial n=Sp$. Denote the solution by $p_S$ and its injected rate by $I_S$. The contact still holds $p_a$.

**Proposition 2.** The change in the injected rate is
$$
I_S-I_0=\frac S{p_a}\int_{\rm surface}p_0p_S\,dA, \tag{11}
$$
and it satisfies
$$
0\le\frac{I_S-I_0}{I_0}\le
\frac{Sa}{D}\,\frac{e^{2a/L}E_1(2a/L)}{1+a/L},
\quad E_1(x)=\int_x^\infty\frac{e^{-t}}t\,dt. \tag{12}
$$

*Proof.* Both densities satisfy $D\nabla^2p=p/\tau$. Hence $D(p_0\nabla^2p_S-p_S\nabla^2p_0)=0$ at every point. Green's identity turns its volume integral into
$$
0=D\oint\left(p_0\frac{\partial p_S}{\partial n}
-p_S\frac{\partial p_0}{\partial n}\right)dA.
$$
The far surface contributes nothing along a suitable sequence of radii, by the argument used for uniqueness in part one.

On the contact, the normal out of the silicon points towards the centre. Thus $D\,\partial p/\partial n=-D\,\partial p/\partial r$, which is the flux density into the silicon. Both densities equal $p_a$ there, so the contact contributes $p_a(I_S-I_0)$. On the free surface $D\,\partial p_S/\partial n=-Sp_S$ and $\partial p_0/\partial n=0$, so the contribution is $-S\int p_0p_S\,dA$. The two sum to zero, which is (11).

The bound needs $0\le p_S\le p_0$. For the lower inequality, let $m=\max(-p_S,0)$, which vanishes on the contact. Multiply the equation for $p_S$ by $m$ and integrate by parts:
$$
\int\left(D\nabla p_S\cdot\nabla m+\frac{p_Sm}\tau\right)dV
=-S\int_{\rm surface}p_Sm\,dA.
$$
Where $m>0$, $p_S=-m$. The left side is therefore $-\int(D|\nabla m|^2+m^2/\tau)dV$, while the right side is $+S\int m^2dA$. One is not positive and the other is not negative, so both are zero and $m=0$.

For the upper inequality, let $h=\max(p_S-p_0,0)$, which also vanishes on the contact. The same procedure applied to the difference $p_S-p_0$ gives
$$
\int\left(D|\nabla h|^2+\frac{h^2}\tau\right)dV
=-S\int_{\rm surface}hp_S\,dA\le0.
$$
Hence $h=0$. Replacing $p_S$ in (11) by the larger $p_0$, and using $dA=2\pi r\,dr$ on the plane, gives
$$
I_S-I_0\le2\pi Sp_a a^2\int_a^\infty
\frac{e^{-2(r-a)/L}}r\,dr.
$$
The substitution $t=2r/L$ turns the integral into $e^{2a/L}E_1(2a/L)$. Division by $I_0=2\pi Dp_a a(1+a/L)$ gives (12). $\square$

For $x<1$, splitting the integral at $t=1$ gives $E_1(x)\le\ln(1/x)+1/e$: use $e^{-t}\le1$ below the split and $1/t\le1$ above it. The bound in (12) is thus $Sa/D$ times a factor that grows no faster than a logarithm of $L/a$. By contrast, the surface collects holes at the rate $S\int p_S\,dA$. Replacing $p_S$ by $p_0$ bounds this by
$$
S\int_a^\infty p_0\,2\pi r\,dr=2\pi Sp_a aL.
$$
Relative to $I_0$ this is $SL/[D(1+a/L)]$, which contains the long length $L$. As long as the bound in (12) is small, surface loss can therefore redirect many holes while changing injection little.

The finite-volume solution shows both effects. For $S=10$ cm/s the injected rate rises by 0.0255%, and 1.1% of the holes end on the surface. For $S=1000$ cm/s the rise is 2.1%, below the bound of 2.6%, although 53% of the holes now end on the surface. The contact density was held fixed in both comparisons. A faster surface also changes the injection: at the same contact density the rise is about 13% for $S=10^4$ cm/s and about 50% for $S=10^5$ cm/s.

### The depletion layer

A metal on n-type silicon can leave a layer depleted of electrons, with positive donor charge. This layer is not quasi-neutral. Let it extend from the metal at $r=a$ to $r=b$, with band bending $V$ expressed in volts. Assume full depletion and no electric field normal to the free surface.

**Proposition 3.** For permittivity $\varepsilon$, the outer edge satisfies
$$
V=\frac{qN}{6\varepsilon}\left(\frac{2b^3}a-3b^2+a^2\right). \tag{13}
$$

*Proof.* The potential $\phi$ obeys $(r^2\phi')'/r^2=-qN/\varepsilon$. The field vanishes at the neutral edge, so $\phi'(b)=0$. Multiplying by $r^2$ and integrating from $r$ to $b$ gives $r^2\phi'=(qN/3\varepsilon)(b^3-r^3)$. A second integration gives
$$
V=\int_a^b\phi'\,dr=\frac{qN}{3\varepsilon}
\left[b^3\left(\frac1a-\frac1b\right)-\frac{b^2-a^2}2\right].
$$
Taking out a factor of one half leaves $2b^3/a-2b^2-b^2+a^2$ in the bracket, which is (13). $\square$

For a thin layer, put $b=a+w$ with $w\ll a$. The bracket in (13) becomes $3w^2$ at leading order, and $V=qNw^2/(2\varepsilon)$, the result for a flat contact. For $b\gg a$ the first term dominates and $b^3\approx3\varepsilon Va/(qN)$. The outer edge then varies as $a^{1/3}$.

Let $p_a$ now mean the density at $r=b$ found by continuing the solution of the neutral region inwards to this sharp edge. If that density is held fixed, the theorem holds with $b$ in place of $a$. The actual density at $r=b$ is higher, by a factor of about 1.5 to 1.6 in the cases below, because a real edge is smooth and some band bending remains there. Take $V=0.55$ V and relative permittivity 11.7, for a contact that injects far more weakly than the one in the example. For $a=500$ nm, (13) gives $b=580$ nm, and the total current is multiplied by
$$
\frac{b(1+b/L)}{a(1+a/L)}=1.16.
$$
For $a=50$ nm it gives $b=112$ nm. A tenfold reduction in metal radius then reduces the source radius only about fivefold. The simple law in terms of metal radius therefore also requires a depletion layer thin compared with $a$. This estimate leaves out recombination inside the layer and any change of the neutral-edge density with radius.

Full depletion also limits the injection. Holes leaving the metal must climb the barrier, so their density at the metal is at least $p_a e^{V/V_T}$, where $V_T=25.7$ mV is the thermal voltage. This density must stay well below $N$. At $V=0.55$ V that requires $p_a$ well below $5\times10^7$ cm$^{-3}$. For the example's $p_a=10^{12}$ cm$^{-3}$, the band bending must instead stay below $V_T\ln(N/p_a)=0.30$ V. At 0.25 V and $a=500$ nm, (13) gives $b=555$ nm, and the current is multiplied by 1.11. If the quantity held fixed is instead the density at the metal times $e^{-V/V_T}$, the smoothness of the real edge, which extends over a few Debye lengths of 13 nm, lowers this factor by about 0.01. So low a barrier also lets electrons reach the metal: ideal thermionic emission gives about 0.3 A/cm² at 0.30 V and 2 A/cm² at 0.25 V, more than ten times the hole current.

### Other catalysts nearby

The long range of the density makes isolation a demanding condition. Consider identical catalysts on a square lattice of spacing $d$, with $a\ll d$ and $a\ll L$. Represent each by the radial solution with a common amplitude $A$. At one contact, its own density is $A$ and a neighbour at distance $d_j$ adds about $A(a/d_j)e^{-d_j/L}$. The contact condition becomes
$$
A(1+\Sigma)=p_a,\qquad
\Sigma=\sum_j\frac a{d_j}e^{-d_j/L}. \tag{14}
$$

The neighbours' smooth density carries almost no net flux through this contact. Continued into the small hemisphere, a density $p_n$ would produce a net rate of about $(2\pi a^3/3)p_n/\tau$. Relative to $2\pi Dap_n$, this is $a^2/(3L^2)$. The injected rate per catalyst is therefore divided by $1+\Sigma$ at this level. Equation (14) neglects the variation of the neighbours' density across a contact, so it is a leading-order estimate for well-separated particles.

The sum can be estimated by spreading the neighbours evenly, one per area $d^2$, outside a disc of area $d^2$. The disc has radius $d/\sqrt\pi$, and
$$
\Sigma\approx\frac{2\pi a}{d^2}
\int_{d/\sqrt\pi}^{\infty}e^{-\rho/L}d\rho
=\frac{2\pi aL}{d^2}e^{-d/(\sqrt\pi L)}. \tag{15}
$$
For $d=10$ µm this gives 2.59, and direct summation gives 2.57. The flux per catalyst falls to $1/3.57=0.28$ of its isolated value.

For $d\ll L$ the exponential in (15) is near one. If also $2\pi aL/d^2\gg1$, the rate per unit area of wafer is approximately
$$
\frac{I_0}{d^2(1+\Sigma)}\approx
\frac{2\pi Dp_a a}{d^2}\,\frac{d^2}{2\pi aL}
=\frac{Dp_a}L.
$$
Together the particles act as a flat source, and the diffusion length returns. A spacing much greater than $\sqrt{2\pi aL}$, about 17 µm here, is sufficient to make $\Sigma$ small. A spacing that is merely large compared with the particle radius is not enough.

### A catalyst that has sunk into the silicon

The half-space describes early etching. Later the catalyst lies at the bottom of a pore. Suppose that the pore is a straight cylinder of radius $a$, that its walls and the outer surface reflect holes, and that the catalyst keeps its lower hemisphere in contact with silicon.

**Proposition 4.** At fixed $p_a$, the injected rate lies between $I_0$ and $2I_0$ at any pore depth.

*Proof.* For any density $g$ equal to $p_a$ on the contact, define
$$
\mathcal E[g]=\int\left(D|\nabla g|^2+\frac{g^2}\tau\right)dV.
$$
Write $g=p+w$, where $p$ is the true solution and $w=0$ on the contact. The terms linear in $w$ integrate by parts to zero, because $p$ solves the diffusion equation and the other surfaces reflect. Thus $\mathcal E[g]=\mathcal E[p]+\mathcal E[w]\ge\mathcal E[p]$. Integration by parts also gives $\mathcal E[p]=p_aI$.

For the upper bound, choose $g=p_a(a/r)e^{-(r-a)/L}$ throughout the silicon, with $r$ measured from the centre of the hemisphere. The silicon is part of the space outside a full sphere, where the same integral is $2p_aI_0$. For the lower bound, keep only the part of $\mathcal E[p]$ from the half-space below the centre. By the minimum property there, this part is at least $p_aI_0$. $\square$

The motion of the catalyst has a much smaller effect. In a frame moving at speed $c$, it adds a term of order $cp/L$ to the balance at distances near $L$, compared with recombination $Dp/L^2$. The ratio is $cL/D=1.9\times10^{-9}$ at 1 µm/min. Near the contact the corresponding ratio $ca/D$ is smaller still.

### What the example represents

The radius of 500 nm was chosen. For a radius of tens of nanometres, the depletion layer and the finite exchange speed matter more. The doping, mobility and lifetime in the example are plausible, but lifetime varies widely between wafers. The contact density was chosen, and within low injection the currents scale in proportion to it. The calculated 25 mA/cm² is thus a model result for that density, not a measured leakage. It counts holes only: an ideal metal contact holding that density would pass a much larger electron current, and without a supply of electrons or an interface that blocks them it would hold a lower density. An array of particles can break the assumption of isolation: a 10 µm spacing already lowers the leakage per catalyst to 0.28 of the isolated value, and the estimate falls further for closer spacing. Depletion with a band bending of 0.25 V would raise the example's current by roughly 10%, if $p_a$ is held at the edge of the neutral region. A slow oxidant reaction changes the question itself, since the contact density is then no longer fixed.

For a well-separated catalyst that does hold its contact density, radius deserves more care than lifetime when $D/k$ and the depletion width are both much smaller than $a$, and $a$ is much smaller than $L$. A numerical mesh must then resolve the density over a fraction of $a$ near the contact, even if the domain extends over several $L$. The remaining digits of the example are in the numerical output.

## Numbers as computed

```
Temperature: 298 K
Hole mobility: 300 cm2/Vs
Lifetime: 10.0 us
Donor density: 1.0e+17 cm^-3
Contact excess hole density: 1.0e+12 cm^-3
Catalyst radius: 500 nm
Hole diffusivity D: 7.704 cm2/s
Diffusion length L: 87.77 um
Ratio a/L: 0.00570
Excess holes at r=1 um: 4.972e+11 cm^-3
Excess holes at r=5 um: 9.500e+10 cm^-3
Excess holes at r=50 um: 5.690e+09 cm^-3
Excess holes at r=100 um: 1.609e+09 cm^-3
Excess holes at r=200 um: 2.575e+08 cm^-3
Hole flux density J: 1.5496e+17 cm^-2 s^-1
J as current density: 24.827 mA/cm2
Total hole current: 389.98 pA
Small-radius J: 24.686 mA/cm2
Planar J: 0.1406 mA/cm2
J for a=5 um: 2.6092 mA/cm2
J for a=50 um: 0.3875 mA/cm2
J for a=500 um: 0.1653 mA/cm2
J for lifetime 1 us: 25.131 mA/cm2
J for lifetime 100 us: 24.730 mA/cm2
dlnJ/dln a, example: -0.99434
dlnJ/dln tau, example: -0.00283
Half-recombination radius: 147.31 um
Half-space profile error / p_a: 6.98e-07
Half-space current relative error: 1.52e-04
Largest boundary-value flux error: 2.31e-09
S=10 cm/s, injection rise: 0.0255 %
S=10 cm/s, upper bound: 0.0255 %
S=10 cm/s, surface share: 1.12 %
S=1000 cm/s, injection rise: 2.1371 %
S=1000 cm/s, upper bound: 2.5515 %
S=1000 cm/s, surface share: 52.94 %
Band bending: 0.55 V
Relative permittivity: 11.7
Neutral edge for a=500 nm: 580.2 nm
Neutral edge for a=50 nm: 112.3 nm
Current factor from depletion: 1.161
Hole mass: 0.4 electron masses
Thermal exchange speed: 4.239e+06 cm/s
Length D/k: 18.2 nm
Flux factor from exchange: 0.9647
Hole mean free path: 13.6 nm
Lattice spacing: 10 um
Neighbour sum: 2.568
Continuum neighbour sum: 2.586
Flux factor in lattice: 0.280
Injection level p_a/N_D: 1.0e-05
Motion ratio vL/D at 1 um/min: 1.90e-09
```
